A binary solution can have positive excess Gibbs energy at every intermediate composition and still have a thermodynamic factor above one. Let \(x\) be the mole fraction of B, so that A has mole fraction \(1-x\), and take the subregular solution

\[
G^{\rm ex}=x(1-x)\,[L_0+L_1(1-2x)],\qquad L_0=RT,\quad L_1=0.5\,RT .
\]

Here \(G^{\rm ex}>0\) for all \(0<x<1\), while the thermodynamic factor is

\[
\Phi=1+x(1-x)(6x-5),
\]

which exceeds one for \(5/6<x<1\). The factor responds to the curvature of \(G^{\rm ex}\), not to its sign. What positive \(G^{\rm ex}\) does force is that the average of \(\Phi\) over composition lies below one.

## The factor as a curvature

Temperature and pressure are fixed. The thermodynamic factor of B is

\[
\Phi=\frac{d\ln a_B}{d\ln x}=\frac{x}{RT}\frac{d\mu_B}{dx},
\]

where the activity \(a_B\) is defined by \(\mu_B=\mu_B^\circ+RT\ln a_B\), with pure B in the same phase as reference.

For \(n_A\) and \(n_B\) moles the total Gibbs energy is \((n_A+n_B)\,G(x)\), where \(G\) is the molar Gibbs energy and \(x=n_B/(n_A+n_B)\). Since \(\partial x/\partial n_B=(1-x)/(n_A+n_B)\) and \(\partial x/\partial n_A=-x/(n_A+n_B)\),

\[
\mu_B=G+(1-x)G',\qquad \mu_A=G-xG',
\]

with primes for derivatives in \(x\). Differentiating once more, the terms in \(G'\) cancel:

\[
\frac{d\mu_B}{dx}=(1-x)G'',\qquad \frac{d\mu_A}{dx}=-xG''.
\]

Hence \(\Phi=x(1-x)G''/RT\). For A the same definition gives \(\frac{1-x}{RT}\frac{d\mu_A}{d(1-x)}=x(1-x)G''/RT\), so both species share one factor.

Now split off the ideal mixing term. With \(g=G^{\rm ex}/RT\),

\[
\frac{G}{RT}=\frac{(1-x)\mu_A^\circ+x\mu_B^\circ}{RT}+x\ln x+(1-x)\ln(1-x)+g .
\]

The first term is linear in \(x\) and has no second derivative. The logarithmic terms give \(1/x+1/(1-x)=1/[x(1-x)]\). Therefore

\[
\boxed{\;\Phi=1+x(1-x)\,g''(x)\;}
\]

At an interior composition, \(\Phi>1\) means that \(g\) is convex there, and \(\Phi<1\) that it is concave. A function that is positive between two zeros must bend downwards somewhere, but it need not do so everywhere.

## The counter-example in full

For the stated parameters,

\[
g=x(1-x)[1+0.5(1-2x)]=x(1-x)(1.5-x)=1.5x-2.5x^2+x^3 .
\]

The three factors \(x\), \(1-x\) and \(1.5-x\) are positive for \(0<x<1\), so \(g>0\) there. The derivatives are

\[
g'=1.5-5x+3x^2,\qquad g''=6x-5 .
\]

Thus \(g\) is concave below \(x=5/6\) and convex above it. The descent towards pure B is steepest at \(x=5/6\), where \(g'=-0.583\), and then eases slightly to \(g'(1)=-0.5\) at the zero. The curve stays positive while it bends upwards.

The extrema of \(\Phi=1-5x+11x^2-6x^3\) follow from

\[
-5+22x-18x^2=0,\qquad x=\frac{22\pm\sqrt{484-360}}{36}=\frac{11\pm\sqrt{31}}{18}.
\]

The lower root, \(x=0.302\), gives the minimum \(\Phi=0.328\); the upper root, \(x=0.920\), gives the maximum \(\Phi=1.038\). Because \(\Phi\) stays positive, \(G''>0\) at all interior compositions. The Gibbs energy of the solution is convex, and the solution does not separate into two compositions of the same phase. The result therefore does not come from an unstable state.

The activity coefficients show what happens to each species. They are defined by \(a_B=\gamma_Bx\) and \(a_A=\gamma_A(1-x)\), and the relations for \(\mu_A\) and \(\mu_B\), applied to the excess part, give

\[
\begin{aligned}
\ln\gamma_A&=g-xg'\\
&=(1.5x-2.5x^2+x^3)-(1.5x-5x^2+3x^3)\\
&=x^2(2.5-2x),\\
\ln\gamma_B&=g+(1-x)g'\\
&=(1.5x-2.5x^2+x^3)+(1.5-6.5x+8x^2-3x^3)\\
&=1.5-5x+5.5x^2-2x^3=(1-x)^2(1.5-2x).
\end{aligned}
\]

At \(T=1273\) K, \(RT=10.58\) kJ/mol, and the values are:

| \(x\) | \(G^{\rm ex}\) (kJ/mol) | \(\ln\gamma_A\) | \(\ln\gamma_B\) | \(\Phi\) |
|---|---|---|---|---|
| 0.302 | 2.672 | 0.173 | 0.437 | 0.328 |
| 0.500 | 2.646 | 0.375 | 0.125 | 0.500 |
| 0.800 | 1.185 | 0.576 | −0.0040 | 0.968 |
| 0.833 | 0.980 | 0.579 | −0.0046 | 1.000 |
| 0.900 | 0.572 | 0.567 | −0.0030 | 1.036 |
| 0.980 | 0.108 | 0.519 | −0.0002 | 1.017 |

For example, at \(x=0.9\) we have \(g=0.9\times0.1\times0.6=0.054\), hence \(G^{\rm ex}=0.054\times10.58=0.57\) kJ/mol, and \(\Phi=1+0.09\times0.4=1.036\).

Since \(\ln a_A=\ln\gamma_A+\ln(1-x)\), the factor can also be written

\[
\Phi-1=\frac{d\ln\gamma_A}{d\ln(1-x)}=-(1-x)\frac{d\ln\gamma_A}{dx}.
\]

So \(\Phi\) crosses one where \(\gamma_A\) has its maximum, at \(x=5/6\). Start from nearly pure B and add A. At first \(\ln\gamma_A=0.5\), and it rises with unit slope in the mole fraction of A, because \(-d\ln\gamma_A/dx=-x(5-6x)\to1\) as \(x\to1\). Added A thus raises the excess chemical potential of the A already present. The chemical potential of A then climbs faster with its concentration than in an ideal solution, and this is the meaning of \(\Phi>1\). The positive value of \(\ln\gamma_A\) itself expresses a different fact: A has a higher chemical potential in B than in an ideal solution of the same composition.

The sign of \(\ln\gamma_B\) is no guide either. It turns negative at \(x=3/4\), but between \(3/4\) and \(5/6\) the factor is still below one. Positive \(G^{\rm ex}\) survives there because \(g=(1-x)\ln\gamma_A+x\ln\gamma_B\), and the positive A term outweighs the small negative B term.

## When the two signs can separate

In a regular solution \(L_1=0\). With \(l_0=L_0/RT\), \(g=l_0x(1-x)\) and \(g''=-2l_0\), so

\[
\Phi=1-2l_0x(1-x).
\]

One constant sets both the sign and the curvature. In this model positive \(G^{\rm ex}\) does imply \(\Phi<1\) at every interior composition, but the implication need not hold in other models.

For the subregular solution put \(l_1=L_1/RT\) and \(u=1-2x\), which runs from \(1\) to \(-1\). Since \(x(1-x)(1-2x)=x-3x^2+2x^3\) has second derivative \(-6+12x=-6u\),

\[
g=x(1-x)(l_0+l_1u),\qquad g''=-2(l_0+3l_1u).
\]

The asymmetric term enters the curvature with three times the weight that it has in \(g\). Positivity at \(u=0\) requires \(l_0>0\). Given this, \(l_0+l_1u\) is positive for all \(|u|<1\) if and only if \(|l_1|\le l_0\), while \(l_0+3l_1u\) becomes negative for some \(|u|<1\) if and only if \(3|l_1|>l_0\). Both happen together when

\[
\frac13<\frac{|L_1|}{L_0}\le1 .
\]

The example has ratio \(0.5\). The edge of its window is at \(u=-l_0/(3l_1)=-2/3\), that is, \(x=5/6\). Reversing the sign of \(L_1\) exchanges the roles of A and B and moves the window to \(x<1/6\).

At the upper limit \(L_1=L_0\) the excess energy is \(g=2l_0x(1-x)^2\), still positive inside, and \(g''=l_0(12x-8)\). The window then covers \(x>2/3\). As \(L_1\) falls towards \(L_0/3\), the window shrinks towards \(x=1\), and at \(L_1=L_0/3\) it is empty. These conditions do not include stability, which depends on the size of \(l_0\) as well as on the ratio.

## The correct general statement

Let \(g\) be twice continuously differentiable on \(0\le x\le1\), with \(g(0)=g(1)=0\). No particular solution model is assumed. Then:

1. \(\displaystyle\int_0^1(\Phi-1)\,dx=-2\int_0^1g\,dx\). If \(g>0\) throughout the interior, the composition average of \(\Phi\) is below one.
2. If \(\Phi<1\) at every interior composition, then \(g>0\) at every interior composition. The converse is false, as the counter-example shows.

**Proof of the first part.** Insert \(\Phi-1=x(1-x)g''\) and integrate by parts twice:

\[
\begin{aligned}
\int_0^1x(1-x)g''\,dx&=\big[x(1-x)g'\big]_0^1-\int_0^1(1-2x)g'\,dx\\
&=-\big[(1-2x)g\big]_0^1-2\int_0^1g\,dx .
\end{aligned}
\]

The first bracket vanishes because \(g'\) is bounded, the second because \(g\) is zero at both ends.

In the example \(\int_0^1g\,dx=\tfrac34-\tfrac56+\tfrac14=\tfrac16\), so the average of \(\Phi\) is \(1-\tfrac13=0.667\). The values above one near pure B are outweighed by the low values elsewhere.

**Proof of the second part.** Two integrations by parts, with \(g(0)=g(1)=0\), give

\[
\begin{aligned}
\int_0^x y\,g''(y)\,dy&=xg'(x)-g(x),\\
\int_x^1(1-y)\,g''(y)\,dy&=-(1-x)g'(x)-g(x).
\end{aligned}
\]

Multiply the first line by \(1-x\), the second by \(x\), and add. The terms in \(g'\) cancel, and the right-hand side becomes \(-g(x)\). Since \(y\,g''=-(1-\Phi)/(1-y)\) and \((1-y)\,g''=-(1-\Phi)/y\),

\[
g(x)=(1-x)\int_0^x\frac{1-\Phi(y)}{1-y}\,dy+x\int_x^1\frac{1-\Phi(y)}{y}\,dy .
\]

All the weights multiplying \(1-\Phi\) are positive. If \(\Phi<1\) throughout the interior, then \(g(x)>0\).

This formula also explains why the converse fails. The excess energy at one composition collects \(1-\Phi\) from the whole range, so a region with \(\Phi>1\) can be outweighed by the rest.

## What it does to interdiffusion

Assume a constant number of moles per volume \(c\), vacancies in local equilibrium, and fluxes without cross terms. Relative to the lattice,

\[
J_i=-\frac{c\,x_iD_i^*}{RT}\frac{\partial\mu_i}{\partial z},
\]

with \(x_B=x\), \(x_A=1-x\) and tracer diffusivities \(D_i^*\). The derivatives of \(\mu_i\) found above give

\[
J_B=-cD_B^*\Phi\frac{\partial x}{\partial z},\qquad J_A=+cD_A^*\Phi\frac{\partial x}{\partial z}.
\]

In the frame without net molar flux, the flux of B is \(J_B-x(J_A+J_B)=(1-x)J_B-xJ_A\). Hence the interdiffusion coefficient is

\[
\tilde D=\big[xD_A^*+(1-x)D_B^*\big]\Phi .
\]

Take \(D_A^*=1.0\times10^{-10}\) and \(D_B^*=0.5\times10^{-10}\) cm²/s as local values at \(x=0.920\), where \(\Phi\) is largest. The bracket is

\[
(0.9204\times1.0+0.0796\times0.5)\times10^{-10}=9.60\times10^{-11}\ \text{cm}^2/\text{s},
\]

which is the ideal-solution result. With the tracer diffusivities held fixed, the subregular solution gives \(1.0383\times9.602\times10^{-11}=9.97\times10^{-11}\) cm²/s. A regular solution with the same \(L_0\) has \(\Phi=0.854\) and gives \(8.20\times10^{-11}\) cm²/s. The subregular value is 22% above the regular one, and the thermodynamic correction to the ideal value has changed sign.

For a couple with a small composition difference around this point, \(\tilde D\) is nearly constant if the tracer diffusivities are constant across the couple. After \(t=100\) h the length \(\sqrt{\tilde Dt}\) is 59.9 µm, against 58.8 µm for the ideal and 54.3 µm for the regular solution.

## How far this carries to a real alloy

The magnitude of \(L_0\), near 10 kJ/mol, is in the rough regime of copper–nickel solid solutions near 1300 K, and the tracer diffusivities lie between the self-diffusivities of the two pure metals; they are not fitted to an alloy with 92% of one metal. The strong asymmetry \(L_1=0.5L_0\) is chosen for the argument and does not describe that alloy, so the calculation gives no ground for expecting the window there. Real diffusion couples also break the assumption of constant tracer diffusivities. If these changed exponentially by an assumed factor of 100 from one pure metal to the other, they would change by \(100^{1/6}=2.15\) across the window. This far exceeds the 3.8% due to \(\Phi\), so a rising \(\tilde D\) is no evidence for \(\Phi>1\); one must first divide by the tracer average at the same composition.

The neglected cross terms can be estimated with Manning's random-alloy model. It assumes randomly arranged atoms and jump rates that depend only on the jumping species, and it is approximate even then, so it gives the size of the effect and not an exact value for an alloy. Put \(w_i=x_iD_i^*\), \(W=w_A+w_B\) and \(k=(1-f)/f\), where \(f=0.7815\) is the fcc tracer correlation factor. The model adds to \(J_i\) the flux \(-c\,k\,(w_i/W)\sum_jw_j\,\partial(\mu_j/RT)/\partial z\). The sum equals \((D_B^*-D_A^*)\Phi\,\partial x/\partial z\), and forming \((1-x)J_B-xJ_A\) as before multiplies \(\tilde D\) by

\[
1+\frac{k\,x(1-x)(D_A^*-D_B^*)^2}{W\,[xD_A^*+(1-x)D_B^*]}=1.010 .
\]

This 1% increase comes from the kinetics and leaves \(\Phi\) unchanged. It depends on the ratio of the tracer diffusivities, not on their absolute size, and grows as this ratio moves away from one: at the same composition, the formula gives about 4% for \(D_A^*/D_B^*=4\). At so large a ratio the approximation understates the effect: in the random alloy itself the increase is nearer 9%, about twice the 3.8% due to \(\Phi\). Unless the two tracer diffusivities are close, this factor must therefore be allowed for in a measured alloy as well.

Temperature matters too. If \(L_0\) and \(L_1\) stay constant in J/mol, \(1-\Phi\) grows as \(1/T\) on cooling. Its largest value, 0.672 at 1273 K, reaches one at \(0.672\times1273\approx855\) K, below which the model solution is unstable over part of its range.

The window is also sensitive to the form of \(G^{\rm ex}\). Add a term \(L_2(1-2x)^2\) to the bracket, with \(l_2=L_2/RT\). Since \(x(1-x)=(1-u^2)/4\) and \(d^2/dx^2=4\,d^2/du^2\), it contributes \(l_2(2-12u^2)\) to \(g''\). For \(l_2=0.1\),

\[
g''=6x-5+0.2-1.2(1-2x)^2=-(1-x)(6-4.8x),
\]

which is negative for all \(x<1\): the window has gone. This \(L_2\) is 1.06 kJ/mol, but it changes \(G^{\rm ex}\) by at most \(l_2RT/16=66\) J/mol, because \(x(1-x)(1-2x)^2=(u^2-u^4)/4\) has maximum \(1/16\). The counter-example is unaffected as a statement about the given model. For a measured alloy, however, a small window with \(\Phi>1\) can be claimed only if the curvature of \(G^{\rm ex}\), or the slope of the activity, is known well enough to exclude such a term.
